# How strongly does fast electronic polarization stabilize a resist hole?

**Question.** A photon ionizes a molecule in a polymer resist and leaves a hole about 0.3 nm in radius. The electrons of the surrounding material, whose optical dielectric constant is 2.5, polarize around it. By how much does this lower the energy of the hole, and how does the answer change with the size of the hole and with the material?

**Answer.**

### The model and what is compared

In the Born model the hole is a charge \(+e\), distributed with spherical symmetry inside a cavity of radius \(R\). Outside lies a linear, isotropic continuum of dielectric constant \(\varepsilon\). The optical value of \(\varepsilon\) is used, so electrons respond while nuclei stay in place. The comparison is with the same hole in vacuum, its internal charge distribution held fixed. The stabilization \(P\) is defined as positive.

If the removed electron is at rest in vacuum far away, and both the polarization energy of the neutral molecule and any electrostatic potential step at the surface are neglected, the lowest ionization energy is \(P\) smaller in the solid than in the gas. Thus \(P\) is already contained in that threshold. It is not a further gain made by later motion of the nuclei.

Energies are in eV and lengths in nm, with

\[
k=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.
\]

### The energy from the field

Outside the cavity, Gauss's law for the displacement \(D\) gives \(4\pi r^2D=e\). Since \(D=\varepsilon_0\varepsilon E\),

\[
D=\frac{e}{4\pi r^2},\qquad E=\frac{e}{4\pi\varepsilon_0\varepsilon r^2}.
\]

Building up the field costs the work \(\int E\,dD\) per unit volume. In a linear medium this is \(D^2/(2\varepsilon_0\varepsilon)\), which includes the cost of polarizing the material. The energy outside the cavity is therefore

\[
U(\varepsilon)=\int_R^\infty\frac{1}{2\varepsilon_0\varepsilon}
\left(\frac{e}{4\pi r^2}\right)^2 4\pi r^2\,dr
=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\int_R^\infty\frac{dr}{r^2}
=\frac{k}{2\varepsilon R}.
\]

Inside the cavity the field depends on the charge enclosed at each radius, but not on the medium outside. That part of the energy cancels in the comparison, and

\[
P=U(1)-U(\varepsilon)=\frac{k}{2R}\left(1-\frac1\varepsilon\right).
\]

For the hole in question,

\[
P=\frac{1.440}{2(0.30)}\left(1-\frac{1}{2.5}\right)\text{eV}
=2.400\times0.600\ \text{eV}=1.44\ \text{eV},
\]

or 0.0529 hartree. As an estimate, the answer is about 1.4 eV.

The cancellation can be tested by solving the radial Poisson equation numerically. A surface shell, a uniformly filled ball and a ball of half the cavity radius all give 1.440 eV.

### Where the factor of one half comes from

For a charge on the cavity surface, the potential at the charge is \(k/(e\varepsilon R)\) in the medium and \(k/(eR)\) in vacuum. The difference is the reaction potential,

\[
\phi_{\rm r}=\frac{k}{eR}\left(\frac1\varepsilon-1\right)=-\frac{2P}{e}=-2.88\ \text{V}.
\]

The interaction of the hole with the polarized medium is \(e\phi_{\rm r}=-2P\), twice the stabilization. The rest is the price of polarization. If \(x\) measures the polarization as a fraction of its final value, linear response gives

\[
W(x)=-2Px+Cx^2 .
\]

The minimum must lie at \(x=1\), so \(-2P+2C=0\) and \(C=P\). Then \(W(1)=-2P+P=-P\).

### How the effect scales

At fixed \(\varepsilon\), \(P\) varies as \(1/R\). A radius of 0.25 nm gives 1.73 eV, and 0.35 nm gives 1.23 eV. The radius is a model parameter, and an uncertainty of 0.05 nm in it carries over to \(P\) as this spread. A charge \(ze\) in the same cavity would give \(z^2P\), because the field scales as \(z\) and the energy as its square.

At fixed \(R\), the dependence on the material saturates. For \(\varepsilon-1\ll1\), \(P\approx k(\varepsilon-1)/(2R)\); for \(\varepsilon\to\infty\), \(P\to k/(2R)=2.40\) eV. The optical response at \(\varepsilon=2.5\) already supplies 60% of that limit.

Slow polarization can therefore add at most the remaining 40%, or 0.96 eV; how much of this it adds depends on the static constant. If the nuclei also respond, with a static constant \(\varepsilon_s=3.5\), and the hole keeps its place and radius, the additional gain is

\[
\frac{k}{2R}\left(\frac1\varepsilon-\frac1{\varepsilon_s}\right)
=2.400\,(0.400-0.286)\ \text{eV}=0.27\ \text{eV}.
\]

### A hole without a sharp edge

Let \(Q(r)\) be the fraction of the hole's charge within radius \(r\). If some of it lies beyond \(R\), Gauss's law replaces \(e\) by \(eQ(r)\) in the outside field, and the same subtraction gives

\[
P=\frac{k}{2}\left(1-\frac1\varepsilon\right)\int_R^\infty\frac{Q(r)^2}{r^2}\,dr .
\]

Since \(Q\le1\), spilling lowers \(P\) at fixed \(R\). A Gaussian hole with standard deviation 0.15 nm along each axis has 26% of its charge outside 0.3 nm, yet \(P\) falls only to 1.32 eV. The missing charge is enclosed again a little farther out.

### A medium made of molecules

At 0.3 nm the neighbours are individual molecules, so the continuum itself needs examination. Replace it by polarizable points on a simple cubic lattice of spacing \(a\), and put the hole in place of one point. Equating the volume of one site to that of the cavity gives

\[
a^3=\frac{4\pi}{3}R^3,\qquad a=0.484\ \text{nm}.
\]

The polarizability volume \(\alpha\) follows from \(\varepsilon\). In a uniformly polarized cubic lattice with polarization density \(\Pi=\varepsilon_0(\varepsilon-1)E\), the dipoles in a sphere around a site cancel at its centre by symmetry. The medium beyond that sphere adds \(\Pi/(3\varepsilon_0)\), so the local field is

\[
E_{\rm loc}=E+\frac{\Pi}{3\varepsilon_0}=\frac{\varepsilon+2}{3}E .
\]

Each site has dipole \(4\pi\varepsilon_0\alpha E_{\rm loc}\), hence \(\Pi=4\pi\varepsilon_0\alpha E_{\rm loc}/a^3\). Equating the two expressions for \(\Pi\) gives the Clausius–Mossotti relation

\[
\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi\alpha}{3a^3}.
\]

The induced dipoles also act on one another, and their energy was minimized numerically. For sites within seven spacings, the interaction is −2.280 eV and the polarization cost 1.140 eV. The continuum beyond adds 0.128 eV of stabilization:

\[
P_{\rm lattice}=2.280-1.140+0.128=1.268\ \text{eV}.
\]

Reducing the sample radius to five spacings raises this by about 0.001 eV, and enlarging it to thirteen lowers it by about 0.001 eV, to 1.267 eV; the third decimal is not converged. The lattice value is 12% below the Born value. For a cavity made by removing 123 sites, with its radius set by the removed volume, the lattice result is 3% above the corresponding Born value. The continuum is thus a much better description of the large cavity than of the single site.

### Surface, strong field and heat

Near a plane vacuum surface, part of the polarizable medium is missing. Let the hole lie at depth \(d\gg R\). In the film, the surface acts like an image charge \(q'\) at distance \(d\) on the vacuum side; in the vacuum, the field is that of a charge \(q''\) at the hole. Continuity of the potential and of the normal displacement require

\[
\frac{e+q'}{\varepsilon}=q'',\qquad e-q'=q'' .
\]

Eliminating \(q''\) gives \(e+q'=\varepsilon(e-q')\), so \(q'=e(\varepsilon-1)/(\varepsilon+1)\). The image has the sign of the hole and raises its energy. With the factor one half for an induced potential and the separation \(2d\),

\[
\Delta U=\frac12\,\frac{k}{\varepsilon(2d)}\frac{q'}{e}
=\frac{k(\varepsilon-1)}{4d\,\varepsilon(\varepsilon+1)} .
\]

At \(d=10\) nm this is 0.006 eV.

The field at the cavity edge is \(E_R=k/(e\varepsilon R^2)\), or 64 MV/cm, far above the few MV/cm that roughly mark bulk breakdown in polymers. However, the whole potential drop from the edge to infinity is \(k/(e\varepsilon R)=1.92\) V. An electron that starts at rest outside the cavity gains at most 1.92 eV on its way to the edge, less than the several eV needed to excite a neighbour electronically. The outside field alone therefore does not start impact excitation. Electron transfer from a neighbour into the hole remains possible; that is hole hopping.

To size the nonlinear response, write \(D=\varepsilon_0(\varepsilon E+\chi_3E^3)\). The stored energy density is

\[
w=\int E\,dD=\varepsilon_0\left(\frac{\varepsilon E^2}{2}+\frac{3\chi_3E^4}{4}\right).
\]

Gauss's law fixes \(D\), so to first order \(E=E_0-\chi_3E_0^3/\varepsilon\), where \(E_0\) is the linear field. The first term of \(w\) then changes by \(-\varepsilon_0\chi_3E_0^4\), and the total change is \(-\varepsilon_0\chi_3E_0^4/4\). With \(E_0=E_RR^2/r^2\), the extra stabilization is

\[
\frac{\varepsilon_0\chi_3}{4}\int_R^\infty\frac{E_R^4R^8}{r^8}\,4\pi r^2\,dr
=\frac{\pi\varepsilon_0\chi_3E_R^4R^3}{5}.
\]

For a rough \(\chi_3=3\times10^{-22}\ \text{m}^2/\text{V}^2\) this is about 0.0005 eV.

Heating by 80 K in a bake, with a volume expansion of \(2\times10^{-4}\) per K, dilutes the polarizable matter. At fixed \(\alpha\), the Clausius–Mossotti relation lowers \(\varepsilon\) to 2.46, and at fixed \(R\) the stabilization falls by 0.014 eV.

### Is the polarization fast enough?

Represent the electronic response by one oscillator of frequency \(\omega\), with coordinate \(x\) and unit mass. The hole's charge is switched on as \(f(t)\), rising from 0 to 1:

\[
\ddot x=-\omega^2(x-f).
\]

Define \(A=\dot x+i\omega(x-f)\). Differentiation and the equation of motion give \(\dot A=i\omega A-i\omega\dot f\). Starting from rest, the final amplitude obeys

\[
|A|=\omega\left|\int_{-\infty}^{\infty}\dot f(t)e^{-i\omega t}dt\right|
=\omega e^{-\omega^2\tau^2/2},
\]

where the last form takes \(\dot f\) as a Gaussian of unit area and standard deviation \(\tau\). The excitation energy left over is \(|A|^2/2\). The relaxation energy is \(\omega^2/2\), the depth of the minimum of \(\omega^2x^2/2-\omega^2x\). Their ratio is \(e^{-\omega^2\tau^2}\).

Take first an excitation energy of 7 eV, typical of the lower absorption bands. It gives a response time \(1/\omega=0.094\) fs. A hopping coupling of 0.05 eV gives a time scale of 13 fs, 140 times longer, so in this model the electrons follow a hopping hole with negligible excitation. An 80 eV photoelectron, by contrast, moves at 5.3 nm/fs and covers 0.3 nm in 0.057 fs. Taking that time as \(\tau\) gives \(\omega\tau=0.60\) and a leftover fraction of 0.70. This fraction depends strongly on the assumed 7 eV. A charge drives the medium at the zero of \(\varepsilon(\omega)\), which lies close to the absorption energy only for a weak band: if one oscillator absorbing at 7 eV supplied all of \(\varepsilon=2.5\), the relevant energy would be \(7\sqrt{\varepsilon}\approx11\) eV and the fraction about 0.4. Most valence electrons respond at higher energies. With a valence plasma energy \(\hbar\omega_p\approx19\) eV for such a polymer, the sum rules for the response to a charge give an effective energy \(\hbar\omega_p/\sqrt{1-1/\varepsilon}\approx25\) eV, and the same formula then leaves only about 0.01. For a spread of oscillators with this root-mean-square energy, weighted by their relaxation energies, that value is a lower bound for this Gaussian switching: \(e^{-\omega^2\tau^2}\) is convex in \(\omega^2\), so its average cannot lie below its value at the average \(\omega^2\). The shape of the switching matters as much. A Gaussian whose standard deviation equals the transit time takes 2.6 transit times to rise from 10% to 90%. A linear rise completed in \(T=0.057\) fs gives instead \([\sin(\omega T/2)/(\omega T/2)]^2\), which is 0.97 at 7 eV and about 0.7 at 25 eV. The one-oscillator model therefore does not settle how much of the relaxation energy first appears as electronic excitation. Whatever does appear is paid for by the photoelectron's kinetic energy. \(P\) still gives the shift of the lowest energy.

### Beside a real resist

The parameters are rough values for a hydroxystyrene-type polymer exposed to extreme ultraviolet light; \(\varepsilon=2.5\) corresponds to a refractive index of 1.58. The assumption such a material most plainly breaks is the sharp spherical cavity: a hole on an aromatic ring is neither round nor sharply bounded. Within the cases above, changing the radius by 0.05 nm moves \(P\) by 0.2 to 0.3 eV, graininess lowers it by 0.17 eV on the simple cubic lattice (about 0.25 eV on a face-centred cubic one with the same site volume), and spilling lowers it by 0.12 eV. These shifts should not simply be added, since all three concern the same boundary region. The lattice site of 0.113 nm³ is also smaller than a repeat unit of such a polymer, about 0.17 to 0.18 nm³; a cavity of that volume has \(R\approx0.34\) to 0.35 nm and a Born value near 1.25 eV. The effect of a flat shape has not been sized, nor have chemical changes such as proton loss from the ionized phenol. The estimate supports a fast stabilization of between one and two eV, not a second decimal. The numerical output lists more digits, which serve only to check the arithmetic.

## Computed values

```
Coulomb constant k: 1.43996 eV nm
hole radius R: 0.30 nm = 5.669 bohr
optical dielectric constant: 2.50
refractive index: 1.581
outside field energy, vacuum: 2.3999 eV
outside field energy, medium: 0.9600 eV
factor 1 - 1/eps: 0.600
Born stabilization P: 1.4400 eV = 0.05292 hartree
reaction potential: -2.8799 V
Poisson P, surface shell: 1.4400 eV
Poisson P, full ball: 1.4400 eV
Poisson P, half-radius ball: 1.4400 eV
P at R = 0.25 nm: 1.728 eV
P at R = 0.35 nm: 1.234 eV
static dielectric constant: 3.50
additional slow gain: 0.274 eV
Gaussian hole width sigma: 0.15 nm
charge fraction outside R: 0.261
P with spilled charge: 1.320 eV
lattice spacing: 0.4836 nm
lattice interaction, finite: -2.280 eV
lattice polarization cost: 1.140 eV
lattice continuum tail: 0.128 eV
lattice P, outer radius 5 spacings: 1.2695 eV
lattice P, outer radius 7 spacings: 1.2682 eV
lattice size shift: -0.0012 eV
sites removed for large cavity: 123
large cavity, lattice/Born: 1.0295
depth below vacuum surface: 10.0 nm
surface loss: 0.0062 eV
field at cavity edge: 64.0 MV/cm
potential drop outside R: 1.920 V
third-order susceptibility: 3.0e-22 m2/V2
nonlinear extra gain: 0.00047 eV
volume expansion: 2.0e-04 1/K
bake temperature rise: 80 K
dielectric constant at bake: 2.4643
change of P at bake: -0.0139 eV
electronic excitation energy: 7.0 eV
electronic response time: 0.0940 fs
hopping coupling: 0.050 eV
hopping time scale: 13.16 fs
hopping/response time ratio: 140
photoelectron energy: 80 eV
photoelectron speed: 5.305 nm/fs
photoelectron exit time over R: 0.0566 fs
exit/response time ratio: 0.601
excitation fraction after exit: 0.696
excitation fraction at ratio 2: 0.0183
```
